# Logarithmic threshold drift from field feedback at fixed gate voltage

## A special case: a rate that halves in steps

Let a transistor's threshold voltage drift at a rate \(R_0\) until it has moved by a fixed amount \(\Delta\). Let the rate then drop to \(R_0/2\) for the next \(\Delta\), to \(R_0/4\) for the one after, and so on. The steps take times \(\Delta/R_0\), \(2\Delta/R_0\), \(4\Delta/R_0\), and so on. After \(k\) steps the shift is \(v=k\Delta\) and the elapsed time is

\[
t=\frac{\Delta}{R_0}\left(1+2+\dots+2^{k-1}\right)=\frac{\Delta}{R_0}\left(2^k-1\right).
\]

Solving for \(k\) gives, at the end of each step,

\[
v=\Delta\,\log_2\!\left(1+\frac{R_0t}{\Delta}\right).
\]

Equal additions to the shift cost ever-doubling times, and this is what a logarithm expresses. In the model below the rate falls continuously, because the trapped charge weakens a field that drives the trapping. What must be found is which field this is, and how large a shift is needed before the logarithm appears.

## Setting and assumptions

The device is a p-channel silicon transistor under negative gate bias, which collects positive charge in its oxide. Voltages are quoted as magnitudes. The coordinate \(x\) runs through the oxide from the channel, \(x=0\), to the gate, \(x=t_{ox}\). The field \(E\) is positive when it points from channel to gate, \(\varepsilon\) is the oxide permittivity, and \(\rho(x)\ge 0\) is the trapped charge per volume.

1. The problem is one-dimensional and the gate is a metal. The gate voltage is then \(V_G=\text{const}+\psi_s+V_{ox}\), where \(\psi_s\) is the surface potential of the silicon and \(V_{ox}\) the voltage across the oxide.
2. The channel is in strong inversion and \(\psi_s\) is taken as pinned. Fixed \(V_G\) then means fixed \(V_{ox}\). This is relaxed later.
3. The trapped charge grows without changing its depth profile, at a rate proportional to \(e^{\gamma E_i}\). Here \(E_i=E(0)\) is the oxide field between the channel and the charge, and \(\gamma\) is a constant.
4. The temperature is constant, no charge is released, and the supply of defect sites is not exhausted.

Assumption 3 is a physical hypothesis: the capture of holes is governed by conditions on the channel side of the trapped charge.

## Lemma 1: which field drops

**Statement.** Let \(E_0=V_{ox}/t_{ox}\) be the field before any charge is trapped. At fixed \(V_{ox}\),

\[
E_i=E_0-\frac{1}{\varepsilon t_{ox}}\int_0^{t_{ox}}\rho(x)\,(t_{ox}-x)\,dx ,
\]

\[
E(t_{ox})=E_0+\frac{1}{\varepsilon t_{ox}}\int_0^{t_{ox}}\rho(x)\,x\,dx .
\]

**Proof.** Gauss's law, \(dE/dx=\rho/\varepsilon\), integrates to

\[
E(x)=E_i+\frac1\varepsilon\int_0^x\rho(x')\,dx'.
\]

The oxide voltage is the integral of this field:

\[
V_{ox}=E_it_{ox}+\frac1\varepsilon\int_0^{t_{ox}}\!dx\int_0^x\rho(x')\,dx'.
\]

In the double integral, a given \(x'\) contributes for every \(x\) between \(x'\) and \(t_{ox}\), a range of length \(t_{ox}-x'\). Hence

\[
V_{ox}=E_it_{ox}+\frac1\varepsilon\int_0^{t_{ox}}\rho(x')(t_{ox}-x')\,dx'.
\]

Division by \(t_{ox}\) gives the first formula. For the second, set \(x=t_{ox}\) in \(E(x)\), which adds \(\frac1\varepsilon\int\rho\,dx\) to \(E_i\). The terms with \(t_{ox}\) cancel and the term with \(x\) remains. ∎

**Remark.** The mean oxide field is \(V_{ox}/t_{ox}\) and does not change. Trapped charge weakens the field on its channel side and strengthens it on its gate side. If the charge sits at the interface itself, the field throughout the oxide stays at \(E_0\). What falls is then the electric displacement in the silicon surface, and \(E_i\) must be read as that displacement divided by \(\varepsilon\). The statement that "the oxide field drops" is thus true of the channel-side field. A rate governed by the mean field would feel no feedback, and under the other assumptions the drift would stay linear in time.

## Lemma 2: the drop in terms of the threshold shift

**Statement.** The threshold shift is \(v=\frac1\varepsilon\int_0^{t_{ox}}\rho\,(t_{ox}-x)\,dx\), and at fixed \(V_{ox}\)

\[
E_i=E_0-\frac{v}{t_{ox}} .
\]

**Proof.** The threshold shift is the extra gate voltage that returns the silicon to the state it had without the trapped charge. The same silicon state means the same \(\psi_s\) and the same \(E_i\). By the expression for \(V_{ox}\) in the previous proof, keeping \(E_i\) while adding charge requires extra voltage equal to the charge integral. That is \(v\). Inserting it in Lemma 1 gives the field. ∎

The depth of the charge has dropped out. A deeper sheet shifts the threshold less and lowers \(E_i\) less, in the same proportion.

## Theorem: logarithmic growth

Under assumptions 1 to 4, with \(v(0)=0\) and initial rate \(R_0\),

\[
v(t)=V_0\ln\!\left(1+\frac t\tau\right),\qquad V_0=\frac{t_{ox}}{\gamma},\qquad \tau=\frac{V_0}{R_0}.
\]

**Proof.** With a fixed depth profile, \(v\) is proportional to the amount of trapped charge, so \(dv/dt=A\,e^{\gamma E_i}\) with constant \(A\). Lemma 2 gives

\[
\frac{dv}{dt}=A\,e^{\gamma E_0}\,e^{-\gamma v/t_{ox}}=R_0\,e^{-v/V_0},\qquad R_0=A\,e^{\gamma E_0}.
\]

Multiply by \(e^{v/V_0}\) and integrate from time zero, when \(v=0\):

\[
\int_0^{v}e^{v'/V_0}\,dv'=\int_0^tR_0\,dt'
\quad\Longrightarrow\quad
V_0\left(e^{v/V_0}-1\right)=R_0t .
\]

Divide by \(V_0\) and add one: \(e^{v/V_0}=1+R_0t/V_0=1+t/\tau\). The logarithm of both sides gives the result. ∎

The constant \(V_0\) is the shift that reduces the rate by a factor \(e\). The law can hold only while \(v<V_{ox}\), since beyond that \(E_i\) would change sign. It fails earlier if the channel leaves strong inversion.

## Corollaries

**Early and late times.** For \(t\ll\tau\), \(\ln(1+y)\approx y-y^2/2\) with \(y=t/\tau\), and \(V_0/\tau=R_0\), so

\[
v\approx R_0t\left(1-\frac{t}{2\tau}\right).
\]

For \(t\gg\tau\), write \(1+t/\tau=(t/\tau)(1+\tau/t)\). Then

\[
v=V_0\ln\frac t\tau+V_0\ln\!\left(1+\frac\tau t\right)\approx V_0\ln\frac t\tau ,
\]

with a neglected term smaller than \(V_0\tau/t\). The late slope is \(V_0\ln10\) per decade of time.

**Local power exponent.** Drift data are often drawn on double-logarithmic axes. The slope there is \(n=(t/v)\,dv/dt\). Put \(u=v/V_0\), and use \(t=\tau(e^u-1)\) and \(dv/dt=R_0e^{-u}\):

\[
n=\frac{\tau(e^u-1)\,R_0e^{-u}}{V_0u}=\frac{1-e^{-u}}{u},
\]

because \(\tau R_0=V_0\). This is the average of \(e^{-u'}\) over \(0<u'<u\), so it falls steadily from 1 as the shift grows. It depends on time only through \(v/V_0\): a small exponent requires a shift of several \(V_0\).

**Effect of gate voltage.** The time to reach a given shift is

\[
t=\tau\left(e^{v/V_0}-1\right)=\frac{V_0}{A}\,e^{-\gamma E_0}\left(e^{v/V_0}-1\right),
\]

so at given \(v\) it scales as \(e^{-\gamma E_0}\). At given \(t\), differentiate the theorem, noting that \(d(t/\tau)/dE_0=\gamma t/\tau\):

\[
\frac{dv}{dE_0}=V_0\gamma\,\frac{t/\tau}{1+t/\tau}=t_{ox}\left(1-e^{-u}\right).
\]

The last step uses \(V_0\gamma=t_{ox}\) and \(1+t/\tau=e^u\). Since \(dE_0/dV_G=1/t_{ox}\),

\[
\frac{dv}{dV_G}=1-e^{-u}.
\]

Deep in the logarithmic regime this tends to one. Extra gate voltage is then almost cancelled by extra threshold shift, and devices stressed at different voltages approach the same channel-side field at the same time.

## Relaxing the pinned surface potential

As \(E_i\) falls, the inversion layer thins out and \(\psi_s\) falls a little. Define \(s=d\psi_s/dE_i\), which is a length. At fixed \(V_G\) the changes must balance:

\[
t_{ox}\,dE_i+dv+s\,dE_i=0\quad\Longrightarrow\quad dE_i=-\frac{dv}{t_{ox}+s}.
\]

For constant \(s\) the proof of the theorem goes through with \(t_{ox}\) replaced by \(t_{ox}+s\), so \(V_0=(t_{ox}+s)/\gamma\). Part of the lost voltage is taken up by the silicon, and the feedback is weaker.

A classical estimate of \(s\) follows from strong inversion, where the surface field grows as \(e^{q\psi_s/2kT}\). Then \(dE_i/d\psi_s=qE_i/2kT\) and \(s=2kT/(qE_i)\).

## Worked example

Take rough values for accelerated stress of a thin oxide, with an initial rate \(R_0\) chosen for illustration and not taken from measurements: \(t_{ox}=2\) nm, \(E_0=8\) MV/cm, \(\gamma=3\) cm/MV, \(R_0=0.010\) mV/s, temperature 125 °C, and charge 0.3 nm from the channel. Then

\[
V_0=\frac{2\times10^{-7}\ \text{cm}}{3\times10^{-6}\ \text{cm/V}}=0.0667\ \text{V}=66.7\ \text{mV},
\]

\[
\tau=\frac{66.7\ \text{mV}}{0.010\ \text{mV/s}}\approx6670\ \text{s}.
\]

At \(t=10^5\) s, \(1+t/\tau=16\), so

\[
v=66.7\ \text{mV}\times\ln16=185\ \text{mV}.
\]

The channel-side field has fallen by \(0.185\ \text{V}/2\ \text{nm}=0.92\) MV/cm, to 7.08 MV/cm. This modest drop of 12% cuts the rate to \(1/16\) of its initial value, because \(\gamma E_0=24\) is large.

| \(t\) (s) | \(v\) (mV) | \(E_i\) (MV/cm) | exponent \(n\) |
|---|---|---|---|
| \(10^2\) | 0.99 | 8.00 | 0.99 |
| \(10^3\) | 9.3 | 7.95 | 0.93 |
| \(10^4\) | 61 | 7.69 | 0.65 |
| \(10^5\) | 185 | 7.08 | 0.34 |
| \(10^6\) | 334 | 6.33 | 0.20 |

The first two rows are nearly linear in time. The last decade adds 150 mV, close to the limiting \(V_0\ln10=154\) mV.

As a test of the derivation, the trapped density was also integrated in time with \(E_i\) taken from a finite-difference solution of Poisson's equation, and \(v\) found by restoring the channel-side field. At the five times of the table the two results differ by at most about one part in \(10^9\). This confirms the electrostatics and the integration, not the assumed rate law.

The voltage signatures are strong. A shift of 50 mV takes 7450 s. With 0.1 V more on the gate, \(E_0\) rises by 0.5 MV/cm and the time falls by \(e^{1.5}=4.48\), to 1660 s. At \(10^5\) s, \(dv/dV_G=1-1/16=0.94\).

## What the model neglects

**Surface potential.** The classical estimate is \(s=2\times34.3\ \text{mV}/(8\ \text{MV/cm})=0.086\) nm. A self-consistent Schrödinger–Poisson calculation, which includes confinement and Fermi statistics, gives much more: 0.47 nm for a hole mass of \(0.3\,m_e\) normal to the surface. This is the mean slope between 7 and 8 MV/cm; the local value rises from 0.46 nm at 8 MV/cm to 0.51 nm at 6 MV/cm. The calculation uses one parabolic band, an in-plane mass of \(0.5\,m_e\), a depletion density of \(2\times10^{12}\) cm\(^{-2}\) and a hard wall at the oxide. Letting the holes penetrate a 4.5 eV barrier with mass \(0.4\,m_e\) lowers \(s\) to about 0.40 nm, so the second digit is not secure. The valence band of silicon is anisotropic. With the hard wall, normal masses from 0.2 to \(0.4\,m_e\), which cover the light and heavy holes at a (100) surface, give values between 0.44 and 0.52 nm; the larger bulk heavy-hole masses along [110] and [111], about 0.57 and \(0.72\,m_e\), give 0.40 and 0.38 nm. In-plane masses from 0.3 to \(0.8\,m_e\), with the normal mass kept at \(0.3\,m_e\), span about the same range. With \(s=0.47\) nm and \(R_0\) held fixed, \(V_0\) becomes 82 mV and the shift at \(10^5\) s becomes 212 mV, which is 15% above the pinned result. Following the computed \(\psi_s(E_i)\) instead of a constant \(s\) changes this by only 0.2 mV. The voltage signature weakens too: with \(s=0.47\) nm, 0.1 V more on the gate shortens the time to 50 mV by a factor of about 3.4 instead of 4.5.

**Finite number of sites.** With \(10^{13}\) cm\(^{-2}\) sites, a rough value, complete filling would give \(v_{max}=789\) mV. Multiplying the rate by the empty fraction \(1-v/v_{max}\) lowers the shift at \(10^5\) s from 185 to 174 mV, or by 6%.

**Tunnelling.** A semiclassical estimate for a 4.5 eV barrier and a tunnelling mass of \(0.4\,m_e\) gives a hole about \(10^{-4}\) s in the channel before it escapes through the oxide. A channel 1 µm long with mobility 60 cm²/Vs is resupplied by diffusion in \(L^2/(\mu kT/q)\approx5\times10^{-9}\) s. Hole leakage therefore does not deplete the channel. Electron tunnelling from the gate is not included in this estimate.

**Breakdown.** At \(10^6\) s the gate-side field is 8.3 MV/cm with a pinned surface potential and 8.7 MV/cm with \(s=0.47\) nm. Both lie below a rough breakdown strength of 10 MV/cm. This does not exclude slow wear-out during so long a stress.

## The model beside real devices

The chosen field belongs to accelerated testing and lies above usual operating fields. In such tests the threshold shift typically rises as a small power of time, with an exponent of roughly one sixth, already at shifts of tens of millivolts. The model disagrees: at 61 mV its exponent is 0.65, and it reaches \(1/6\) only at \(u=5.985\), a shift of 399 mV. If a power law with exponent \(1/6\) is matched to the model's 61 mV at \(10^4\) s, it gives \(61\times10^{-2/6}\approx28\) mV at \(10^2\) s, where the model gives 1 mV.

A larger \(\gamma\) does not rescue the explanation. To reach \(n=1/6\) at 50 mV in this oxide, \(V_0\) must be \(50/5.985=8.4\) mV, hence \(\gamma=24\) cm/MV with a pinned surface potential, or 30 cm/MV with \(s=0.47\) nm. In either case the time to a given shift would change by \(e^{12}\), more than \(10^5\), for 0.1 V on the gate. Real devices depend on gate voltage far more weakly than this.

One doubtful assumption is that all sites share one capture rate, since sites in a disordered oxide differ. Suppose instead that capture times \(\theta\) are spread evenly in \(\ln\theta\), with shift \(g\) per unit of \(\ln\theta\), and that \(v\ll V_0\), so that feedback is negligible. Then

\[
v=g\int\left(1-e^{-t/\theta}\right)d\ln\theta,\qquad
\frac{dv}{d\ln t}=g\int\frac t\theta\,e^{-t/\theta}\,d\ln\theta .
\]

With \(y=t/\theta\), \(|d\ln\theta|=dy/y\), and the second integral becomes \(\int_0^\infty e^{-y}dy=1\) when \(t\) lies well inside the range of \(\theta\). The shift again grows logarithmically, with slope \(g\), although the field has hardly moved. A logarithmic curve is therefore no proof of field feedback.

Gate voltage separates the two cases. If every \(\theta\) scales as \(e^{-\gamma E_0}\), then \(v\) depends on \(t\,e^{\gamma E_0}\), so \(dv/dE_0=\gamma g\) and \(dv/dV_G=\gamma g/t_{ox}=g/V_0\), which is small. Logarithmic growth caused by feedback alone has \(dv/dV_G\) close to one. When both causes act together, every capture rate also carries the factor \(e^{-v/V_0}\). The shift is then \(v=g\ln T+\text{const}\), where the effective time \(T\) obeys \(dT/dt\propto e^{(V_G-v)/V_0}\). Since \(e^{v/V_0}\propto T^{g/V_0}\), integration gives \(T^{1+g/V_0}\propto t\,e^{V_G/V_0}\) at late times, and so

\[
\frac{dv}{dV_G}=\frac{g/V_0}{1+g/V_0}=\frac{g}{g+V_0}.
\]

This is close to \(g/V_0\) when \(g\ll V_0\) and tends to one when \(g\gg V_0\).

Recovery, the release of charge during or after stress, is also absent from the model and has not been sized here. It matters for any comparison with shifts measured after the stress is interrupted. The numerical check lists the values used.

## Table of computed values

```
Oxide thickness: 2.0 nm; charge depth: 0.3 nm
Initial field: 8.0 MV/cm; gamma: 3.0 cm/MV
Initial oxide voltage: 1.60 V
Initial rate: 0.010 mV/s
Temperature: 398.15 K; kT/q: 34.3 mV
Feedback voltage V0: 66.7 mV; time tau: 6667 s
Late slope V0 ln10: 153.5 mV per decade
time (s), shift (mV), E_i (MV/cm), rate/R0, local exponent:
  1e+02  0.99  8.00  0.9852  0.993
  1e+03  9.32  7.95  0.8696  0.933
  1e+04  61.09  7.69  0.4000  0.655
  1e+05  184.84  7.08  0.0625  0.338
  1e+06  334.49  6.33  0.0066  0.198
Largest relative error, formula vs simulation: 8.6e-10
Shift at 1e6 s, pure logarithm: 334.04 mV
Shift at 1e6 s without feedback: 10.0 V
Trapped density at 1e6 s: 4.24e+12 cm^-2
dv/dV_G at 1e5 s: simulated 0.937, formula 0.938
Time to 50 mV: 7447 s
Same with 0.1 V more on the gate: 1662 s
Ratio of these times: 4.482
Local exponent 1/6 reached at v/V0 = 5.985
  which is a shift of 399 mV
gamma needed for 1/6 at 50 mV: 23.9 cm/MV
Neglected effects:
Depletion sheet density: 2.0e+12 cm^-2; DOS mass: 0.5 m_e
  normal hole mass 0.2 m_e: s = 0.519 nm
  normal hole mass 0.3 m_e: s = 0.468 nm
  normal hole mass 0.4 m_e: s = 0.435 nm
Classical estimate 2kT/(qE): s = 0.086 nm
V0 with moving surface potential (0.3 m_e): 82.3 mV
Shift at 1e5 s, constant s: 212.0 mV
Shift at 1e5 s, full surface potential: 211.8 mV
Defect sites: 1.0e+13 cm^-2; full shift: 789 mV
Shift at 1e5 s with site exhaustion: 174.2 mV
Tunnel barrier: 4.5 eV; tunnel mass: 0.4 m_e
Lowest hole subband above band edge: 0.423 eV
Hole escape time by tunnelling: 1.4e-04 s
Channel: 1 um, 60 cm2/Vs
Channel resupply time: 4.9e-09 s
Gate-side field at 1e6 s: 8.30 MV/cm
Rough breakdown strength for comparison: 10 MV/cm
```
